# Nunes-Vanderbilt functional for a Rice-Mele chain in an electric field, part 2

A Rice-Mele chain of period $a$ has sites A, B at $la\mp a/4$ with energies $\pm\Delta$, hoppings $-t_1$ within and $-t_2$ between cells ($t_1>t_2>0$), an ion $+e$ at $la$, and one independent spinless electron (charge $-e$) per cell. The field $F$ adds $eFx$ to the Hamiltonian $H$; $f=eFa$. The real orbital $w$ vanishes outside cells $-R,\dots,R$; $w_l$ is its translate. With $S_l=\langle w_0|w_l\rangle$, $G=H-\eta+eFx$, $G_{l0}=\langle w_l|G|w_0\rangle$, the energy per cell and polarization are

$$E[w;F]=\eta+2G_{00}-\sum_lS_lG_{l0},\qquad X=2x_{00}-\sum_lS_l\,x_{l0},\qquad P=-\frac{eX}{a}.\tag{2}$$

We minimize (2) for $t_1=1$, $t_2=0.5$, $\Delta=0.6$, $\eta=2$ eV, $a=5$ Å, $R=0,\dots,6$.

Lengths are in units of $a$, $k$ in $1/a$, with $a$ restored in final results; $\langle\cdot\rangle=\int_0^{2\pi}dk/2\pi$, $\partial=d/dk$. The transform $u_k=\sqrt s\,\hat u$ of $w$ has $\hat u^\dagger\hat u=1$, $S_l=\langle e^{-ikl}s_k\rangle$, $\hat h=\hat u^\dagger H_k\hat u$, $\hat A=\hat u^\dagger i\partial\hat u$, and

$$E=\langle\hat h+f\hat A\rangle+\langle(1-s)^2(\eta-\hat h-f\hat A)\rangle.\tag{3}$$

The bands are $\pm\varepsilon$, $\varepsilon^2=\Delta^2+|q|^2$, $q=t_1+t_2e^{-ik}=|q|e^{i\beta}$, $\cos\theta=\Delta/\varepsilon$, with the gap at $k=\pi$. For $\eta$ above the band top, $E\ge E_0=-\langle\varepsilon\rangle$ at $F=0$. The valence vector is

$$u_v=\begin{pmatrix}e^{i(\beta+k/4)}\sin\frac\theta2\\ e^{-ik/4}\cos\frac\theta2\end{pmatrix},$$

and $u_c$ is its conduction partner. Untruncated, a periodic gauge phase $e^{i\vartheta(k)}$ costs nothing, and

$$P_0=-\frac{e\bar x}{a},\qquad\bar x=a\left\langle\frac{\Delta\,(t_1^2-t_2^2)}{4\,\varepsilon\,|q|^2}\right\rangle.\tag{4}$$

For $\hat u=(u_v+c_ku_c)/\sqrt{1+|c|^2}$, $\hat h=-\varepsilon+2\varepsilon|c|^2+O(c^4)$ and

$$\hat A=A_{vv}+2\,\mathrm{Re}(c^*A_{cv})+|c|^2(A_{cc}-A_{vv})+\mathrm{Re}(c^*i\partial c)+O(c^3),\tag{5}$$

where $A_{cv}=u_c^\dagger i\partial u_v$, $A_{cc}=-A_{vv}$, $\langle A_{vv}\rangle=\bar x/a$. The susceptibility $\alpha=dP/dF$ is

$$\alpha=e^2a\left\langle\frac{\Delta^2(t_1^2+t_2^2-2t_1t_2\cos k)+(t_1^2-t_2^2)^2}{16\,\varepsilon^5}\right\rangle.\tag{6}$$

Scaling estimates gave $\bar x/a\sim0.12$ to $0.19$, $\alpha\sim0.051$ to $0.080\ e^2a/\mathrm{eV}$, a truncation error $\sim e^{-2\kappa Ra}$ for orbital tails $e^{-\kappa|x|}$, and survival of the minimum for $eFaR\lesssim$ gap.

### Why a finite field needs the truncation

Translate $w$ by $m$ cells. $S_l$ and $H_{l0}$ are unchanged and $x_{l0}\to x_{l0}+maS_l$, where $\langle w_l|w_0\rangle=S_l$ for real orbitals. Therefore $X$ changes by $ma(2S_0-\sum_lS_l^2)$, and completing the square,

$$\Delta E=m\,eFa\,(1-D),\qquad D=\sum_l(\delta_{l0}-S_l)^2=\langle(1-s)^2\rangle.\tag{7}$$

For $F>0$ and $m\to-\infty$ the energy has no lower bound. The same algebra shows that the $\eta$ terms of (2) sum to $\eta D$, and that a shift $x\to x+x_0$ changes the electron energy by $eFx_0(1-D)$ and the ion energy by $-eFx_0$. The net change $-eFx_0D$ is the replacement $\eta\to\eta-eFx_0$. The truncated minima found below have $D\neq0$ for $R\ge1$ (at $R=0$ translates do not overlap and $D=0$), so their polarization depends weakly on the origin and on $\eta$.

Without truncation not even a local minimum exists. Add to the valence Wannier function $\lambda$ times the conduction Wannier function moved to cell $-m$, so that $c=\lambda e^{ikm}$. Then $\mathrm{Re}(c^*i\partial c)=-m\lambda^2$, and $s=1+\lambda^2$ makes the second term of (3) of order $\lambda^4$. By (5) the coefficient of $\lambda^2$ in $E$ is

$$2|E_0|-eF(ma+2\bar x).\tag{8}$$

For $c=\lambda b_ke^{ikm}$ with $b_k$ real, even and peaked at $k=\pi$, the mean splitting $2|E_0|$ is replaced by the gap. The expansion (5) holds for any normalized vector and its orthogonal partner, so at any stationary point with $s=1$ the curvature is a bounded term minus $m\,eFa$, which is negative for large $m$ however small $F$ is. This is the variational form of Zener tunnelling. A window allows only $m\lesssim R$, which gives the estimate $eFaR\lesssim$ gap. The results (4) and (6) are thus limits in a definite order, first $F\to0$ at fixed $R$ and then $R\to\infty$. Enlarging the window at fixed field eventually destroys the solution.

### The truncated minimization

Collect the $4R+2$ amplitudes in a vector $w$. Then $S_l=w^T\mathcal S_lw$ and $G_{l0}=w^T\mathcal G_lw$ with symmetrized matrices, and $E$ is a quartic polynomial. Using $\nabla(w^TMw)=2Mw$ for symmetric $M$ and the product rule,

$$\nabla E=4\mathcal G_0w-2\sum_l\left(G_{l0}\mathcal S_lw+S_l\mathcal G_lw\right),$$

$$K=4\mathcal G_0-2\sum_l\left(G_{l0}\mathcal S_l+S_l\mathcal G_l\right)-4\sum_l\left[\mathcal S_lw(\mathcal G_lw)^T+\mathcal G_lw(\mathcal S_lw)^T\right].$$

If the Hessian $K$ is positive definite at a zero-field minimum, the implicit function theorem continues that minimum to small $F$. Along it $\nabla E=0$, so $dE_R/dF=\partial E/\partial F=eX_R$ and $P_R=-a^{-1}dE_R/dF$. Differentiating $\nabla E[w;0]+eF\nabla X=0$ gives $K\,dw/dF=-e\nabla X$, and $dP/dF=-(e/a)\nabla X\cdot dw/dF$ becomes

$$\alpha_R=\frac{e^2}{a}\,\nabla X^TK^{-1}\nabla X\ge 0.\tag{9}$$

The decay rate comes from continuing $u_v$ to complex $k$. At $k=k'+i\kappa'$ the real part of $\varepsilon^2$ is at least $\Delta^2+t_1^2+t_2^2-2t_1t_2\cosh\kappa'$, which is positive until

$$\cosh\kappa a=\frac{\Delta^2+t_1^2+t_2^2}{2t_1t_2},$$

where $\varepsilon=0$ at $k=\pi\pm i\kappa a$. Inside this strip $\mathrm{Re}\,\varepsilon>0$, so $\cos\frac\theta2=\sqrt{(\varepsilon+\Delta)/2\varepsilon}$ and $e^{i\beta}\sin\frac\theta2=q\cos\frac\theta2/(\varepsilon+\Delta)$ are analytic. Shifting the contour of the inverse transform bounds the amplitudes by $e^{-\kappa'|l|}$ for any $\kappa'<\kappa a$. The truncated Wannier function has $u=u_v-\delta_k$, with $\langle|\delta|^2\rangle$ the weight cut off. In (3) both $\hat h+\varepsilon$ and $(1-s)^2$ are quadratic in $\delta$, so $E_{\rm trial}-E_0$ is of order $e^{-2\kappa Ra}$ up to powers of $R$, and descent from this start gives $E_0\le E_R\le E_{\rm trial}$. One expects $P_R$ and $\alpha_R$ to converge similarly, because $E_R(F)-E(F)$ is quadratic in the missing tail order by order in $F$. That is an argument of plausibility and not a proof; the evidence is the table below.

The gauge phases $e^{i\vartheta(k)}$ cost nothing at $R=\infty$. At finite $R$ they cost only what they push out of the window, so $K$ has exponentially small eigenvalues and steepest descent and conjugate gradients converge very slowly along the nearly flat directions. The minima below come from Newton steps of limited length, each followed by a relaxation of the stiffer modes.

## Comparison of estimate and solution

For the chosen inputs $\cosh\kappa a=(0.36+1+0.25)/1=1.61$ and $\kappa=1.054934/a$. The band top, 1.6155 eV, lies below $\eta=2$ eV as the bound requires. The zone averages give $E_0=-1.2348955$ eV, $\bar x=0.1556424\,a$ (Berry phase 0.977930 rad, $P_0=-0.1556424\,e$) and $\alpha=0.0686608\ e^2a/\mathrm{eV}$. Both lie inside the estimated ranges, 0.12 to 0.19 and 0.051 to 0.080. The susceptibility is nearer the value from the smallest gap, because $\varepsilon^{-5}$ in (6) weights the region near $k=\pi$.

| $R$ | $E_R-E_0$ (eV) | $X_R/a$ | $\alpha_R/\alpha-1$ | lowest eigenvalue of $K$ (eV) |
|---|---|---|---|---|
| 0 | 6.871e-02 | 0.128623939 | -4.26e-01 | 4.66e+00 |
| 1 | 1.796e-03 | 0.154952538 | -8.47e-02 | 2.43e-01 |
| 2 | 9.935e-05 | 0.155604214 | -1.55e-02 | 3.76e-03 |
| 3 | 4.141e-06 | 0.155647633 | -1.73e-03 | 2.59e-04 |
| 4 | 3.140e-07 | 0.155643000 | -2.55e-04 | 8.49e-06 |
| 5 | 3.790e-09 | 0.155642415 | -9.81e-06 | 6.11e-06 |
| 6 | 2.484e-10 | 0.155642399 | -1.00e-06 | 1.27e-08 |

At $R=0$ only $S_0$ survives and $t_2$ drops out, so the row is the dimer: $0.6/(4\sqrt{1.36})=0.128624$ and $1/(16\times1.36^{3/2})=0.039407\ e^2a/\mathrm{eV}$, which is 43% below $\alpha$.

At $R=1$ the amplitudes (A, B) in cells $-1,0,1$ are $(-0.060494,-0.028395)$, $(0.455143,0.871121)$ and $(0.168453,-0.026516)$. The second-neighbour overlap is the product of the outer cells, $S_2=-0.060494\times0.168453+0.028395\times0.026516=-0.00944$, and $2S_2^2=1.78\times10^{-4}$ accounts for nearly all of $D=1.82\times10^{-4}$. This dominance of the outermost overlap is special to $R=1$: at the tabulated minima for $R=2$ and $R=3$ about nine tenths of $D$ comes from $S_{\pm(2R-1)}$.

The trial energies follow the scaling estimate: the excess falls from $1.046\times10^{-7}$ eV at $R=5$ to $1.041\times10^{-8}$ eV at $R=6$, a ratio of 0.10 against 0.121. The difference is close to what the power-law prefactor gives. Near the branch point $k_0$, $\varepsilon^2\propto k-k_0$, so $\cos\frac\theta2\propto\varepsilon^{-1/2}\propto(k-k_0)^{-1/4}$. Wrapping the contour around the cut gives $\int_0^\infty t^{-1/4}e^{-lt}dt\propto l^{-3/4}$, so the amplitudes fall as $l^{-3/4}e^{-\kappa al}$. The first omitted cells are 6 and 7, which predicts a ratio of about $0.121\,(6/7)^{3/2}=0.096$. Between cells 20 and 21 the predicted rate is $\kappa+\tfrac34\ln(21/20)/a=1.092/a$, against the computed $1.093/a$. The tabulated minima do better than the estimate and do so irregularly, with ratios $3.790\times10^{-9}/3.140\times10^{-7}=0.012$ and $2.484\times10^{-10}/3.790\times10^{-9}=0.066$. Only $E_R\le E_{\rm trial}$ was derived, so $e^{-2\kappa Ra}$ times a prefactor bounds the energy error from above and need not be its rate. A possible cause of the faster fall, not tested here, is that the nearly free gauge phases let the orbital reshape its tail inside the window. The lowest Hessian eigenvalue is equally uneven, almost the same at $R=4$ and $R=5$ and then about 500 times smaller at $R=6$. These points are the local minima reached from the truncated Wannier function, and they are not in general the lowest. Starting instead from $u_ve^{i\vartheta(k)}$ with a smooth odd phase $\vartheta$ leads to lower minima, with $E_R-E_0=4.86\times10^{-5}$, $2.54\times10^{-6}$ and $1.18\times10^{-7}$ eV at $R=2,3,4$. Their $X_R$ and $\alpha_R$ differ slightly, for example $0.155634\,a$ and $0.067907\ e^2a/\mathrm{eV}$ at $R=2$. The row-to-row ratios therefore depend on which minimum is reached: with the lower $R=4$ value the ratio 0.012 becomes 0.032. The error of $X_R$ changes sign between $R=2$ ($-3.82\times10^{-5}a$) and $R=3$ ($+5.24\times10^{-6}a$), since only the energy obeys a bound. In the table the error of the susceptibility falls more slowly with $R$ than that of the energy. A plausible reason, not tested here, is that the first-order orbital carries the extra factor $A_{cv}/2\varepsilon$, which is singular at the branch point and raises the power-law prefactor of the tail without changing $\kappa$.

Raising $\eta$ to 3 eV at $R=2$ moves the excess energy from $9.935\times10^{-5}$ to $1.009\times10^{-4}$ eV, of the size of $D=1.99\times10^{-6}$ times 1 eV as $\partial E/\partial\eta=D$ implies, and moves $X$ from $0.155604\,a$ to $0.155603\,a$. Both shifts are well below the truncation errors at that $R$.

The instability formula (8) at $m=4$ and $eFa=0.3$ eV gives $2\times1.2348955-0.3\,(4+2\times0.1556424)=1.176406$ eV, equal to the value from the Hessian. The translation rule (7), for a deliberately non-orthonormal orbital with $D=0.08683989$ moved by $-3$ cells, gives $-3\times0.3\times(1-0.08683989)=-0.8218441$ eV. The critical field itself was not located.

At $eFa=0.02$ eV ($F=0.04$ V/nm) and $R=6$ the drop $eFaR=0.12$ eV is far below the gap, and the minimum persists with lowest eigenvalue $1.49\times10^{-8}$ eV. It gives $P=-0.15426533\,e$, equal in all printed digits to the dipole per added cell of open chains in the same field. The linear prediction is $-0.15564240+0.02\times0.06866083=-0.15426918\,e$. The remainder, $3.85\times10^{-6}e$, is mainly the term quadratic in $F$, allowed because $\Delta\ne0$ and $t_1\neq t_2$ together break inversion. A term $\delta P\propto F^2$ integrates to $-aF\,\delta P/3=-0.02\times3.85\times10^{-6}/3=-2.6\times10^{-8}$ eV in the energy, which matches the difference between $-1.231796459$ eV (open chain; the functional gives $-1.231796458$ eV) and the quadratic form, $-1.231796433$ eV.

For parallel uncoupled chains on a square array of area $a^2$, the quantum of polarization is $e/a^2=0.64087$ C/m², so $P_0=-0.1556424\times0.64087=-0.09975$ C/m². The dimensionless susceptibility is $\chi_e=\alpha/(\varepsilon_0a^2)$. Since $e^2a/\mathrm{eV}=ea/\mathrm V$, this is the number 0.0686608 times $e/(\varepsilon_0a\cdot1\,\mathrm V)=36.1903$, or $\chi_e=2.4849$, without local fields.

The numerical check below tests (4) against a discrete Wilson loop of numerical eigenvectors, which gives $0.15564242\,a$ on a finite mesh. It tests $E_0$, (4) and (6) against the energy, dipole and sum-over-states polarizability per added cell of open chains of 30 and 31 cells. It compares (3) with the real-space definition (2), the gradient and Hessian with finite differences, and (7) and (8) with direct evaluation. It confirms the energy bounds for each $R$, and it checks the Hellmann-Feynman relation and (9) by repeating the minimization at $eFa=\pm0.001$ eV, which gives $0.15564240\,a$ and $0.06866079\ e^2a/\mathrm{eV}$.

## Computed values

```
inputs: t1=1.0 t2=0.5 Delta=0.6 eta=2.0 eV, a=5.0 Angstrom
gap = 1.562050 eV, band top = 1.615549 eV
kappa = 1.054934 1/a, exp(-2 kappa) = 0.121254, tail rate l=20->21 = 1.093049 1/a
E0: formula -1.2348955491, open chain -1.2348955491 eV
xbar: formula 0.1556423978, Wilson 0.15564242, open chain 0.1556423978 a
alpha: formula 0.0686608307, open chain 0.0686608307 e^2 a/eV
translation test eFa=0.3 eV, m=-3: D = 0.08683989, dE = -0.82184410 eV
curvature m=4, eFa=0.3 eV: Hessian 1.17640566, formula 1.17640566 eV
R  Etrial-E0(eV) E_R-E0(eV)  D_R  X_R(a)  X_R-xbar  alpha_R(e^2a/eV)  rel.err  lam_min(eV)
0  7.548e-02 6.871e-02 1.23e-32 0.128623939 -2.70e-02 0.039406844 -4.26e-01 4.66e+00
1  1.952e-03 1.796e-03 1.82e-04 0.154952538 -6.90e-04 0.062845865 -8.47e-02 2.43e-01
2  1.393e-04 9.935e-05 1.99e-06 0.155604214 -3.82e-05 0.067596097 -1.55e-02 3.76e-03
3  1.183e-05 4.141e-06 2.61e-07 0.155647633 +5.24e-06 0.068541937 -1.73e-03 2.59e-04
4  1.086e-06 3.140e-07 2.25e-08 0.155643000 +6.02e-07 0.068643349 -2.55e-04 8.49e-06
5  1.046e-07 3.790e-09 8.59e-10 0.155642415 +1.76e-08 0.068660157 -9.81e-06 6.11e-06
6  1.041e-08 2.484e-10 5.51e-11 0.155642399 +1.38e-09 0.068660762 -1.00e-06 1.27e-08
R=1 orbital (A,B in cells -1,0,1): -0.060494 -0.028395 0.455143 0.871121 0.168453 -0.026516
R=2, eta=3 eV: E-E0 = 1.009e-04 eV, X = 0.155603465 a, alpha = 0.067587112 e^2 a/eV
R=6, eFa=+-0.001 eV: dE/d(eF) = 0.15564240 a, dP/dF = 0.06866079 e^2 a/eV
field eFa = 0.02 eV, F = 0.0400 V/nm, eFaR (R=6) = 0.12 eV, lam_min = 1.49e-08 eV
E(F): NV -1.231796458, open chain -1.231796459, quadratic -1.231796433 eV
P(F): NV -0.15426533, open chain -0.15426533, linear -0.15426918 e
P(0) = -0.15564240 e, Berry phase 2 pi xbar/a = 0.977930 rad
area a^2: quantum e/a^2 = 0.64087 C/m^2, P(0) = -0.09975 C/m^2
e/(eps0 a 1V) = 36.1903, chi_e = 2.4849 (dimensionless)
```
